# Why capture calculations with moving atomic orbitals need electron translation factors

Q: I want the probability that an ion leaves a collision with an electron captured from the target. I expand the electron's wavefunction in atomic orbitals on both nuclei, and the projectile orbitals follow the projectile. Colleagues insist on an extra phase factor. What equations am I solving, before we argue about the factor?

A: Take one active electron and classical nuclei, in atomic units. The target T rests at the origin and the projectile P is at $\mathbf R(t)=\mathbf R_0+\mathbf v t$ with constant $\mathbf v$. The Hamiltonian is

$$H=\tfrac12 p^2+V_T(\mathbf r)+V_P(\mathbf r-\mathbf R),\qquad \mathbf p=-i\nabla .$$

Write $\Psi=\sum_j c_j(t)\chi_j(\mathbf r,t)$ with a finite set of functions. The sum cannot in general solve the Schrödinger equation everywhere, so we ask that the error $(H-i\partial_t)\Psi$ have no component along any basis function. The time derivative acts on both $c_j$ and $\chi_j$:

$$0=\langle\chi_k|(H-i\partial_t)\Psi\rangle=\sum_j c_j\langle\chi_k|(H-i\partial_t)\chi_j\rangle-i\sum_j\dot c_j\langle\chi_k|\chi_j\rangle .$$

With $M_{kj}=\langle\chi_k|(H-i\partial_t)\chi_j\rangle$ and $S_{kj}=\langle\chi_k|\chi_j\rangle$ this reads

$$i\,S\dot c=M c .$$

The matrix $M$ decides whether the $|c_j|^2$ settle down after the collision. A capture probability needs that limit.

Q: My projectile orbitals are eigenfunctions of the projectile atom, carried along with the nucleus. Surely nothing couples them once the target is far away?

A: Let us compute it. Put $\boldsymbol\rho=\mathbf r-\mathbf R(t)$ and let $h=\frac12p^2+V_P(\boldsymbol\rho)$ have eigenfunctions $h\phi_j=\varepsilon_j\phi_j$. Your basis function is the bare orbital

$$\chi_j=\phi_j(\boldsymbol\rho)\,e^{-i\varepsilon_jt}.$$

At fixed $\mathbf r$ the argument $\boldsymbol\rho$ changes at the rate $-\mathbf v$, so

$$i\partial_t\chi_j=(\varepsilon_j\phi_j-i\mathbf v\cdot\nabla\phi_j)\,e^{-i\varepsilon_jt},\qquad H\chi_j=(\varepsilon_j+V_T)\phi_j\,e^{-i\varepsilon_jt}.$$

Subtract. The energies cancel and $i\nabla=-\mathbf p$ gives

$$(H-i\partial_t)\chi_j=(V_T-\mathbf v\cdot\mathbf p)\,\phi_j\,e^{-i\varepsilon_jt}.$$

Between two orbitals on P,

$$M_{kj}=e^{i(\varepsilon_k-\varepsilon_j)t}\left[\langle\phi_k|V_T|\phi_j\rangle-\mathbf v\cdot\langle\phi_k|\mathbf p|\phi_j\rangle\right].$$

The first term fades as the target recedes. The second is an integral over $\boldsymbol\rho$ alone and does not contain $\mathbf R$ at all. It has the same value at 5 Å and at infinity. An isolated atom in uniform motion cannot excite itself, so this coupling is spurious.

Couplings between an orbital on T and one on P are different. They contain a product of two functions localized on different nuclei and die with the overlap. The surviving fault joins states on the same moving centre.

Q: How large is it?

A: For a local potential the momentum element follows from a commutator. Since $[h,\mathbf r]=\frac12[p^2,\mathbf r]=-i\mathbf p$, take the element between $\phi_k$ and $\phi_j$:

$$(\varepsilon_k-\varepsilon_j)\mathbf r_{kj}=-i\,\mathbf p_{kj}\quad\Rightarrow\quad \mathbf p_{kj}=i(\varepsilon_k-\varepsilon_j)\mathbf r_{kj}.$$

The spurious coupling $W=-\mathbf v\cdot\mathbf p_{kj}$ therefore has the size

$$|W|=|\varepsilon_k-\varepsilon_j|\,|\mathbf v\cdot\mathbf r_{kj}| .$$

It needs a dipole-allowed pair, with the dipole along the velocity. It vanishes for degenerate states of a local potential, and it is proportional to speed.

Q: What does the factor do to it?

A: An electron bound to a moving atom has the atom's velocity, hence mean momentum $\mathbf v$, and it carries the kinetic energy $v^2/2$. The bare orbital has neither. Supply them:

$$\chi_j=\phi_j(\boldsymbol\rho)\,E_j,\qquad E_j=e^{i(\mathbf v\cdot\mathbf r-\frac12v^2t-\varepsilon_jt)} .$$

Because $\nabla E_j=i\mathbf vE_j$, the product rule applied twice gives

$$-\tfrac12\nabla^2(\phi_jE_j)=E_j\left[-\tfrac12\nabla^2\phi_j-i\mathbf v\cdot\nabla\phi_j+\tfrac12v^2\phi_j\right].$$

The time derivative has three parts, from the moving argument and from the two energies in the phase:

$$i\partial_t(\phi_jE_j)=E_j\left[-i\mathbf v\cdot\nabla\phi_j+\tfrac12v^2\phi_j+\varepsilon_j\phi_j\right].$$

In the difference the gradient terms cancel, and so do the terms in $v^2$. What is left is

$$(H-i\partial_t)\chi_j=E_j\left[(h-\varepsilon_j)\phi_j+V_T\phi_j\right]=E_jV_T\phi_j .$$

Between two orbitals on P the factor $e^{i\mathbf v\cdot\mathbf r}$ also cancels between bra and ket, so $M_{kj}$ is the bare expression without its second term.

Q: If the target is left as an ion, $V_T$ has a long range. Have you merely exchanged one lasting coupling for another?

A: No, because this one decays fast enough. For unit target charge, expand about the projectile:

$$V_T=-\frac{1}{|\mathbf R+\boldsymbol\rho|}\simeq-\frac1R+\frac{\hat{\mathbf R}\cdot\boldsymbol\rho}{R^2}.$$

The term $-1/R$ is the same for every orbital on P and gives them a common phase. The next term couples two orbitals with strength $|\hat{\mathbf R}\cdot\mathbf r_{kj}|/R^2$. It is the Stark effect of the ion's field and is physical. Since $R$ grows as $vt$, its time integral converges, so the populations on P have limits. The integral of a constant does not converge.

A one-dimensional model shows both behaviours. An electron moves between two equal soft Coulomb centres $-1/\sqrt{x^2+a^2}$, with $a=0.75$ Å and a speed of 10 Å/fs. These are round model values. The two lowest orbitals are 7.25 eV apart and the predicted constant $v|p_{01}|$ is 4.313 eV. The couplings below were evaluated from the definition of $M$, with numerical time derivatives:

| $R$ (Å) | bare (eV) | with factor (eV) |
|---|---|---|
| 5 | 4.333 | 0.424 |
| 10 | 4.314 | 0.101 |
| 20 | 4.313 | 0.0249 |
| 30 | 4.313 | 0.0110 |

The right column falls by a factor of about four when $R$ doubles. The small excess in the left column at 5 Å is the same Stark term. For real orbitals the potential element is real and the momentum element imaginary, so they add in quadrature: $\sqrt{4.313^2+0.424^2}=4.333$ eV.

Q: A constant coupling between states with different energies should average out. Why can't I live with it?

A: It stays bounded, but it does not go away. Keep two bare orbitals at infinite separation, and absorb the phases by $a_j=c_je^{-i\varepsilon_jt}$. Then $i\dot a=\mathcal H a$. With energies measured from their mean and $\Delta=\varepsilon_2-\varepsilon_1$,

$$\mathcal H=\begin{pmatrix}-\Delta/2&W\\W^*&\Delta/2\end{pmatrix},\qquad \mathcal H^2=\left(\tfrac{\Delta^2}{4}+|W|^2\right)\mathbb 1\equiv\tfrac{\Omega^2}{4}\mathbb 1 .$$

Because the square is a multiple of the unit matrix, the exponential series splits into its even and odd parts:

$$e^{-i\mathcal Ht}=\cos\tfrac{\Omega t}{2}\,\mathbb 1-\frac{2i}{\Omega}\mathcal H\sin\tfrac{\Omega t}{2}.$$

An atom that starts in state 1 is found in state 2 with probability

$$P_{2}(t)=\frac{4|W|^2}{\Delta^2+4|W|^2}\sin^2\tfrac{\Omega t}{2},\qquad\Omega=\sqrt{\Delta^2+4|W|^2}.$$

The answer depends on when you stop the integration. A superposition that happens to be an eigenvector of $\mathcal H$ would show constant populations, but they would still be the wrong ones, since that eigenvector is a mixture created by $W$.

Q: Does that survive in a calculation where the electron is really captured?

A: In the same model, let the electron start in the target's ground orbital with the projectile at 2 Å and receding. This is half a collision with a sudden start. In the target's frame the target is at rest, so the initial state is the same with and without factors. Two orbitals on each centre are kept. Beyond 20 Å, up to the end of the run at 34 Å, the population of the projectile's ground orbital behaves as follows.

- In the bare basis it swings between 0.048 and 0.079.
- In the basis with factors it stays between 0.0627 and 0.0630.
- In a direct solution on a grid, projected on orbitals with the factor, it stays between 0.0631 and 0.0635.

The factor removes the swing. It does not remove the other errors of a small basis: the excited orbital holds about 0.018 in the four-orbital calculation and about 0.022 on the grid, so the small basis is some 20 percent low relative to the grid result.

Q: In your bare run, is at least the total captured population right?

A: For the two projectile orbitals kept, it is close. Their populations add to about 0.081 both in the bare basis and with factors, against 0.085 on the grid. Higher bound orbitals, which the small basis lacks, hold about another 0.005 on the grid. I would not rely on this agreement, because it depends on the frame of reference.

A centre with velocity $\mathbf u$ in the chosen frame has the spurious coupling $-\mathbf u\cdot\mathbf p$. If you ride with the projectile, its orbitals are at rest and their populations do settle, but the target's orbitals now carry the fault. Two centres in relative motion cannot both be at rest, so no frame cures both.

Repeating the bare half-collision in the projectile's frame, with the same nuclear motion, gives about 0.305 in the projectile's ground orbital and 0.168 in the excited one. The total is 0.47 instead of 0.08. Nearly all of this comes from the initial state: a direct grid solution started from the same state gives a total of about 0.49. In that frame the target moves, and a bare orbital on it describes an electron with zero mean momentum there, which is an electron travelling with the projectile's velocity. The missing factor has changed the physical question as well as the equations of motion. A steady population is thus no proof of a correct one.

Q: And the factors make the frame irrelevant?

A: Yes, and the phases show why. Go to a frame moving at $\mathbf w$, with $\mathbf r'=\mathbf r-\mathbf wt$. A centre of velocity $\mathbf u$ now has velocity $\mathbf u-\mathbf w$. Its new phase minus its old one is

$$(\mathbf u-\mathbf w)\cdot\mathbf r'-\tfrac12(\mathbf u-\mathbf w)^2t-\left[\mathbf u\cdot(\mathbf r'+\mathbf wt)-\tfrac12u^2t\right]=-\mathbf w\cdot\mathbf r'-\tfrac12w^2t .$$

The terms in $\mathbf u\cdot\mathbf w\,t$ cancel, and so do those in $u^2t$. The result does not contain $\mathbf u$, so all basis functions on both centres acquire one common phase. It is the phase by which the wavefunction itself changes under a change of frame, so the coefficients stay as they were. In the model the populations found in the two frames agree to rounding error.

Q: Here is my objection. A complete set of bare orbitals can represent any function, including your factor. So how can the factor be needed?

A: In a complete set it is not needed to solve the equation. Take the target away and write $\Psi(\mathbf r,t)=\Phi(\boldsymbol\rho,t)$. The moving argument contributes $-i\mathbf v\cdot\nabla\Phi=\mathbf v\cdot\mathbf p\,\Phi$ to $i\partial_t\Psi$, so

$$i\partial_t\Phi=(h-\mathbf v\cdot\mathbf p)\Phi .$$

The coupling you met is thus a legitimate part of the equation. Complete the square:

$$h-\mathbf v\cdot\mathbf p=\tfrac12(\mathbf p-\mathbf v)^2+V_P-\tfrac12v^2 .$$

Since $(\mathbf p-\mathbf v)e^{i\mathbf v\cdot\boldsymbol\rho}\phi_j=e^{i\mathbf v\cdot\boldsymbol\rho}\mathbf p\phi_j$, the eigenfunctions are $e^{i\mathbf v\cdot\boldsymbol\rho}\phi_j$, with energies $\varepsilon_j-\frac12v^2$. The constant couplings exist to build the translation factor out of bare orbitals, continuum included.

A truncated set cannot finish the job. In the model $v^2/2$ is 2.843 eV. The full set of orbitals on the grid lowers the ground level by 2.843 eV, while two orbitals give 2.009 eV. The coupling is spurious in the sense that a finite set turns it into transitions of an undisturbed atom.

Q: Then with a huge basis I could drop the factor and read off my coefficients?

A: You could drop it from the basis, but you would still need it for the reading. Suppose the electron ends in a superposition of travelling states with constant amplitudes $a_j$. The amplitude along a bare orbital is, up to a common phase,

$$b_k(t)=\sum_j\langle\phi_k|e^{i\mathbf v\cdot\boldsymbol\rho}|\phi_j\rangle\,a_j\,e^{-i\varepsilon_jt}.$$

Several terms of different frequency contribute to one $b_k$, so $|b_k|^2$ beats. The grid solution of the half-collision shows this without any basis error. Its ground-state population is steady near 0.063 when read with the factor, and wanders between 0.019 and 0.080 when read with bare orbitals.

Q: My code has a single s orbital on each atom. By symmetry $\langle s|\mathbf p|s\rangle=0$. Am I safe?

A: Your populations will settle, because the basis has no second state on the atom to receive the spurious coupling. They need not settle at the right values, since the bare orbital still fails to solve the equation. At infinite separation its error is $-\mathbf v\cdot\mathbf p\,\phi$, whose norm is

$$\|\mathbf v\cdot\mathbf p\,\phi\|=v\sqrt{\langle p_z^2\rangle},$$

with $z$ along $\mathbf v$. This is not zero for any bound orbital. The capture element between the centres also lacks the phase $e^{i\mathbf v\cdot\mathbf r}$, which represents the momentum the electron must gain. The omission is mild when that phase varies little over the region where the two orbitals overlap.

Q: I work with gallium ion beams at 30 keV. That is slow for an electron. Does any of this matter there?

A: Let us put numbers to a Ga⁺ ion of 30000 eV that has captured an electron into $4p_z$, with $z$ along the velocity. Its speed is 2.88 Å/fs, or 0.132 atomic units, and an electron moving with it has only 0.24 eV of kinetic energy. I take the orbitals from a Hartree–Fock calculation of Ga⁺. Its unoccupied orbitals describe one added electron in the field of a frozen ion. The $4p$ level lies at $-5.29$ eV and the $5s$ level at $-2.70$ eV, with a gap of 2.60 eV.

The spurious coupling, from the momentum element, is $|W|=0.412$ eV (0.0151 atomic units). The largest population it moves between these two states is

$$\frac{4(0.412)^2}{(2.60)^2+4(0.412)^2}=\frac{0.679}{6.76+0.679}\simeq0.09 .$$

The population goes out and back in 1.52 fs, during which the ion travels $2.88\times1.52\simeq4.4$ Å. An isolated gallium atom in free flight would seem to excite itself by up to nine percent, over and over.

Compare this with the real Stark coupling to a singly charged target. The dipole length is 0.803 Å and the Coulomb constant is 14.4 eV Å, so the two are equal where $14.4\times0.803/R^2=0.412$, at $R\simeq5.3$ Å. Beyond that distance the artefact is the larger of the two.

Q: Hartree–Fock exchange is not a local potential. Does your cancellation still hold?

A: It does if the core electrons carry the factor too. The exchange operator has a kernel built from products $\phi_c(\mathbf r)\phi_c^*(\mathbf r')$ of core orbitals. With factors each product gains $e^{i\mathbf v\cdot(\mathbf r-\mathbf r')}$, so the operator becomes $K_v=e^{i\mathbf v\cdot\mathbf r}Ke^{-i\mathbf v\cdot\mathbf r}$. Then $K_v(e^{i\mathbf v\cdot\mathbf r}\phi)=e^{i\mathbf v\cdot\mathbf r}K\phi$, and the derivation goes through.

The length formula for $|W|$ does change, because $[h,\mathbf r]$ gains the term $[K,\mathbf r]$. It would give 0.52 eV, about 26 percent above the momentum value. Which form applies depends on the core. If the core orbitals are bare too, the exchange operator stays $K$, the time derivative alone supplies the coupling, and the momentum form holds. That is the case computed here, with the core frozen. If the core has factors and the captured electron has none, $H$ contains $K_v$, and the extra term $K_v-K\simeq i[\mathbf v\cdot\mathbf r,K]$ changes the coupling operator to

$$-\mathbf v\cdot\mathbf p+i[\mathbf v\cdot\mathbf r,K]=-i\,\mathbf v\cdot[h,\mathbf r],$$

which is the length form, to first order in $v$.

Q: How far should I trust the nine percent?

A: As the size of an artefact in a stated two-state basis. It is not a property of gallium, and it moves when the basis or the gap moves.

- Adding $4d$, whose coupling to $4p$ is 0.60 eV, raises the largest loss from $4p$ to 0.17. Keeping all unoccupied $s$, $p$ and $d$ orbitals of a large basis raises it further, to about 0.25.
- An electron-attachment coupled-cluster calculation, which correlates the $4s$ pair and the added electron, gives a gap of about 2.9 eV in the one basis tried. With the coupling held fixed, the two-state loss becomes 0.07.
- The bare core was held frozen. If its orbitals may change, the $4s$ electrons couple to $4p$ with 1.19 eV, more than either coupling above.

A larger, uncontracted orbital basis moves the Hartree–Fock gap and the couplings by less than 0.01 eV, the $4p$ level by about 0.01 eV and the dipole length by about 0.005 Å, so the last digit of these values is not converged. The nine percent and the 5.3 Å do not change. Scalar relativity, left out here, would lower that gap by about 0.05 eV. Correlating the $3d$ shell as well would raise the coupled-cluster gap to about 3.0 eV and leave the loss at 0.07. Correlation of still deeper shells and spin–orbit coupling are left out.

The assumption that a real implant breaks is free flight away from a single target atom. Inside a solid the next atom is a few ångström away, so the ion does not reach the asymptotic region, and the nine percent cannot be observed as an oscillation in the calculation. The constant 0.41 eV is still present in a bare basis there, mixed with real couplings that the solid's screening alters by an amount I have not computed. The asymptotic argument suits an ion that leaves a surface or crosses a gas.

Q: If I slow the beam down, does the problem disappear?

A: It shrinks. The coupling is proportional to speed, so for $|W|\ll\Delta$ the population moved is about $4|W|^2/\Delta^2$, proportional to the ion energy. At 3000 eV the coupling is 0.13 eV and the population moved is 0.01. That may be tolerable if the capture probability you want is known less well than that. The coupling still has no decay with distance, however slow the ion.

Q: My trajectories are curved, and the nuclei repel each other. Is the plane-wave factor still right?

A: Let the velocity be $\mathbf u(t)$ and use the phase $\mathbf u\cdot\mathbf r-\frac12\int u^2dt$. The one new term in $i\partial_t\chi_j$ is $-\dot{\mathbf u}\cdot\mathbf r\,\chi_j$, so $(H-i\partial_t)\chi_j$ gains $+\dot{\mathbf u}\cdot\mathbf r\,\chi_j$. This is the inertial force felt in an accelerating atom. It disappears when the nuclei stop accelerating, so the asymptotic argument stands.

That argument fixes the factor where the atoms are separate. At close range, where the electron belongs to both nuclei, it leaves room for other phases, provided each one turns into the correct plane-wave factor as the atoms part. The main values quoted here are collected in the numerical output below.

## Computed values

```
MODEL (one dimension, two equal soft Coulomb centres)
speed 10.0 angstrom/fs, softening 0.75 angstrom
orbital energies -13.580, -6.331 eV; gap 7.250 eV
dipole length x01 0.6886 angstrom
predicted constant v|p01| 4.3126 eV
R    5 angstrom: coupling bare 4.3334, with factor 0.42390 eV
R   10 angstrom: coupling bare 4.3138, with factor 0.10068 eV
R   20 angstrom: coupling bare 4.3127, with factor 0.02488 eV
R   30 angstrom: coupling bare 4.3126, with factor 0.01104 eV
kinetic energy v^2/2 2.8428 eV
level lowering: all orbitals 2.8428, two orbitals 2.0088 eV
half-collision from 2 to 34 angstrom; populations for R > 20 angstrom
bare basis, T frame: P ground 0.0477 to 0.0789, P excited 0.0024 to 0.0336
bare basis, P frame: P ground 0.3040 to 0.3067, P excited 0.1668 to 0.1695
factor basis, T frame: P ground 0.0627 to 0.0630, P excited 0.0175 to 0.0179
grid, read with factor: P ground 0.0631 to 0.0635, P excited 0.0216 to 0.0223
grid, read bare: P ground 0.0187 to 0.0803, P excited 0.0041 to 0.0267
largest frame difference: bare 0.2589, with factor 3.3e-16
GALLIUM (Hartree-Fock Ga+ core, captured electron in 4pz)
ion energy 30000 eV, mass 69.723 u, speed 2.881 angstrom/fs (0.1317 a.u.)
electron energy v^2/2 0.2360 eV
energies 4p -5.294, 5s -2.695, 4d -1.542 eV
4p-5s gap 2.600 eV
dipole length 4p-5s 0.803 angstrom
spurious coupling 4p-5s 0.4116 eV (0.01513 a.u.)
same from length form 0.5195 eV
change of coupling in larger basis -0.37 percent
largest population moved, two states 0.0912
period 1.517 fs, path per period 4.37 angstrom
spurious exceeds Stark coupling beyond 5.30 angstrom
neglected: 4p-4d coupling 0.6008 eV, population moved with 4d 0.1682
neglected: 4s-4p coupling of unboosted core 1.1946 eV
neglected: correlation, coupled-cluster gap 2.939 eV, population moved 0.0727
at one tenth of the ion energy: coupling 0.1302 eV, population moved 0.0099
```
